\section*{Iterative Boltzmann mobility for remote polar phonons and one-pass errors}

\section{Definitions and conventions}

An electron sheet lies in a semiconductor at distance $d$ from a thick polar oxide. It has one parabolic subband with mass ratio $m$. The electrons scatter from one dispersionless interface phonon of energy $w$. In Rydberg atomic units $\hbar=1$, $e^2=2$ and the free-electron mass is $1/2$, so
\begin{equation}
E=\frac{k^2}{m},\qquad v=\frac{2k}{m},\qquad k\,dk=\frac m2\,dE .
\end{equation}
Here $T$ means $k_BT$, $\zeta$ is the chemical potential, $f_0$ the Fermi function and $N=1/(e^{w/T}-1)$ the phonon number. Primes mark final states and $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The phonons stay in equilibrium. The sheet has zero thickness. Free-carrier screening, plasmon coupling, a metal gate, an interlayer, other subbands and other scattering mechanisms are left out.

For inelastic scattering, ``the'' relaxation-time approximation is ambiguous. With $S$ the decay rate of a small disturbance of the occupation at energy $E$ (in a dilute gas, the total out-scattering rate) and $A_\pm$ the momentum returned from energies $E\pm w$, both defined below, there are two one-pass recipes:
\begin{equation}
\tau_{\rm out}=\frac1S,\qquad
\tau_{\rm mom}=\frac1R,\qquad R=S-A_+-A_- .
\end{equation}
In the mobility they err in opposite directions, and the second can cease to exist.

\section{Coupling and rates}

Put the oxide at $z<0$ and a unit source at $z=d$. At in-plane wavevector $q$ the interaction energy is $(2\pi e^2/\varepsilon_sq)e^{-q|z-d|}+Ce^{-qz}$ for $z>0$ and $C'e^{qz}$ for $z<0$. With $D=(2\pi e^2/\varepsilon_sq)e^{-qd}$, continuity of the potential and of the normal displacement requires
\begin{equation}
D+C=C',\qquad \varepsilon_s(D-C)=\varepsilon_{ox}C' .
\end{equation}
Hence $C=D(\varepsilon_s-\varepsilon_{ox})/(\varepsilon_s+\varepsilon_{ox})$, and the image part at $z=d$ is
\begin{equation}
V=\frac{2\pi e^2}{q}e^{-2qd}
\left[\frac{2}{\varepsilon_s+\varepsilon_{ox}}-\frac1{\varepsilon_s}\right].
\end{equation}
For one oxide resonance, $\varepsilon_{ox}(\Omega)=\varepsilon_\infty+(\varepsilon_0-\varepsilon_\infty)/(1-\Omega^2/w_{TO}^2)$. Write $a=\varepsilon_s+\varepsilon_\infty$, $b=\varepsilon_s+\varepsilon_0$. The interface mode, where $\varepsilon_s+\varepsilon_{ox}=0$, has $w^2=w_{TO}^2b/a$, and
\begin{equation}
\frac1{\varepsilon_s+\varepsilon_{ox}}
=\frac{w_{TO}^2-\Omega^2}{a(w^2-\Omega^2)}
=\frac1a-\Delta\frac{w^2}{w^2-\Omega^2},\quad
\Delta=\frac1a-\frac1b .
\end{equation}
A phonon coupled through $M_q(b_q+b_{-q}^\dagger)$ mediates the interaction $-2w|M_q|^2/(w^2-\Omega^2)$. Matching the pole terms gives, for unit area,
\begin{equation}
|M_q|^2=\frac{2\pi e^2w\Delta}{q}e^{-2qd}
=\frac{4\pi w\Delta}{q}e^{-2qd}.
\end{equation}

The golden rule has the factor $2\pi|M_q|^2$ and the state sum $\int k'dk'd\theta/(4\pi^2)$. The energy delta function leaves $m/2$, so the prefactor is $2\pi\cdot4\pi w\Delta\cdot(m/2)/(4\pi^2)=mw\Delta\equiv B$. The angular integrals are
\begin{equation}
J_0=\int_0^{2\pi}\!d\theta\,\frac{e^{-2qd}}q,\qquad
J_1=\int_0^{2\pi}\!d\theta\,\cos\theta\,\frac{e^{-2qd}}q,
\end{equation}
with $q^2=k^2+k'^2-2kk'\cos\theta$. They are symmetric in the two energies. An absorption rate into an empty band is $BNJ_0(E,E+w)$.

\section{Linearisation and the ladder}

Let $W_{kk'}$ be the transition rate without Pauli factors. The collision integral is
\begin{equation}
\mathcal C[f]=\sum_{k'}\left[W_{k'k}f'(1-f)-W_{kk'}f(1-f')\right].
\end{equation}
In equilibrium the two terms are equal; call each $P_{kk'}=W_{kk'}f_0(1-f_0')$. Insert $f=f_0+f_0(1-f_0)\phi$. To first order in $\phi$ the bracket is
\begin{align}
&P_{kk'}[(1-f_0')\phi'-f_0\phi]
-P_{kk'}[(1-f_0)\phi-f_0'\phi']\nonumber\\
&\qquad=P_{kk'}(\phi'-\phi).
\end{align}
A weak force $\mathbf F$ drives the term $\mathbf F\cdot\mathbf v\,\partial f_0/\partial E=-\mathbf F\cdot\mathbf v f_0(1-f_0)/T$. In the steady state it equals $\mathcal C$. Dividing by $-f_0(1-f_0)$,
\begin{equation}
\frac{\mathbf F\cdot\mathbf v}{T}=\sum_{k'}W_{kk'}
\frac{1-f_0'}{1-f_0}(\phi-\phi').
\end{equation}
Since the band and the scattering are isotropic, $\phi=\mathbf F\cdot\mathbf v\,\tau(E)/T$ solves this equation. The component of $\mathbf v'$ perpendicular to $\mathbf v$ integrates to zero, and the parallel one gives $(k'/k)\cos\theta$. The result is
\begin{equation}
S(E)\tau(E)-A_+(E)\tau(E+w)-A_-(E)\tau(E-w)=1. \label{ladder}
\end{equation}
With $h_\pm=[1-f_0(E\pm w)]/[1-f_0(E)]$ the coefficients are
\begin{align}
S&=B\left[Nh_+J_0(E,E+w)+(N+1)h_-J_0(E,E-w)\right],\\
A_+&=BNh_+\sqrt{(E+w)/E}\;J_1(E,E+w),\\
A_-&=B(N+1)h_-\sqrt{(E-w)/E}\;J_1(E,E-w).
\end{align}
Emission terms are absent for $E<w$. Equation~(\ref{ladder}) couples the energies $E_n=\varepsilon+nw$ and nothing else, so each offset $0<\varepsilon<w$ is a separate tridiagonal problem.

The drift velocity is $\sum v_x\delta f/\sum f_0$. The angular average of $v_x^2$ is $v^2/2=2E/m$, and $\int f_0dE=\int E(-\partial f_0/\partial E)dE$ by parts. Therefore
\begin{equation}
\mu=\frac{e\tau_{\rm eff}}{m^*},\qquad
\tau_{\rm eff}=\frac{\int E\,\tau\,(-\partial f_0/\partial E)\,dE}
{\int E\,(-\partial f_0/\partial E)\,dE}, \label{mobility}
\end{equation}
where $m^*$ is the effective mass, equal to $m/2$ in these units.

\section{Iteration and its convergence}

The iteration is
\begin{equation}
\tau^{(p+1)}=S^{-1}\left[1+A_+\tau^{(p)}(E+w)+A_-\tau^{(p)}(E-w)\right],
\end{equation}
with $\tau^{(0)}=0$. Its first pass gives $\tau_{\rm out}$. The factor $e^{-2qd}/q$ falls with $q$, and $q$ grows with $\theta$ on $(0,\pi)$. Pairing $\theta$ with $\pi-\theta$ then shows $J_1>0$, hence $A_\pm>0$ where the transition exists. Let $K=S^{-1}A$ be the matrix that multiplies the previous iterate. Then $\tau^{(p+1)}-\tau^{(p)}=K(\tau^{(p)}-\tau^{(p-1)})\ge0$, so every iterate lies above the last.

To bound the convergence, use the weight $g=Ef_0(1-f_0)$. For one bond between $E_n$ and $E_{n+1}$ put $c_n=BNf_n(1-f_{n+1})$. From $Nf_n(1-f_{n+1})=(N+1)f_{n+1}(1-f_n)$,
\begin{equation}
g_nA_{+,n}=g_{n+1}A_{-,n+1}=c_n\sqrt{E_nE_{n+1}}\,J_1 .
\end{equation}
The quadratic form of $S\mp A$ is a sum of bond terms
\begin{equation}
c_n\left[J_0(E_nx_n^2+E_{n+1}x_{n+1}^2)
\mp2J_1\sqrt{E_nE_{n+1}}\,x_nx_{n+1}\right].
\end{equation}
Each is positive because $J_1<J_0$. On a truncated ladder, with absorption out of the top rung kept in $S$ and $\tau=0$ above it, an extra positive term appears. Thus both signs are positive definite and all eigenvalues of $K$ lie between $-1$ and $1$. In the norm $\|x\|^2=\sum gSx^2$ each pass multiplies the error by a factor no larger than the spectral radius $\rho<1$. Since $\tau^{(p+1)}-\tau^{(p)}=(1-K)(\tau-\tau^{(p)})$, a safe stopping estimate is
\begin{equation}
\|\tau-\tau^{(p)}\|\le\frac{\|\tau^{(p+1)}-\tau^{(p)}\|}{1-\rho}.
\end{equation}
A small change between passes is not by itself a small error when $\rho$ is near one.

\section{Implementation and cost}

For nearly equal energies the angular integrand has a sharp forward peak. Set $t=\theta/2$ and $\delta=(k'-k)/(2\sqrt{kk'})$ for $k'>k$. Then
\begin{equation}
q=2\sqrt{kk'}\sqrt{\delta^2+\sin^2t},\qquad t=\delta\sinh u,
\end{equation}
and Gauss--Legendre points in $0<u<\operatorname{arsinh}[\pi/(2\delta)]$ resolve the peak. The full circle is $d\theta\to4\,dt$ with $0<t<\pi/2$.

\begin{verbatim}
for each Gauss point eps in (0, w):
    E[n] = eps + n*w,  n = 0 ... M
    J0, J1 for each pair (E[n], E[n+1])
    build S, A_plus, A_minus for the rungs n = 0 ... M-1
    tau = 0
    repeat:
        new[n] = (1 + A_plus[n]*tau[n+1]
                    + A_minus[n]*tau[n-1]) / S[n]
        (tau outside the ladder is zero)
        stop if norm(new-tau)/(1-rho) is small
        tau = new
add gw*g*tau and gw*g over rungs and Gauss points
tau_eff = first sum / second sum
\end{verbatim}

Here \texttt{gw} is the Gauss quadrature weight of the offset, \texttt{norm} is the norm $\|x\|$ defined above with \texttt{gw} included in its sum, and \texttt{rho} is the largest spectral radius among the offsets. The stopping estimate is not guaranteed in an unweighted norm. All entries of \texttt{new} use the old \texttt{tau}. With $L$ offsets, $M$ rungs and $Q$ angular points, computing the coefficients costs $O(LMQ)$ and each pass $O(LM)$. Elimination on the tridiagonal matrix costs $O(LM)$ in total and is the better production solver for this single phonon. The iteration remains useful when several phonon energies destroy the separate ladders.

The emission rate starts at a finite value at $E=w$, because $J_0(E,E-w)\to2\pi e^{-2k_wd}/k_w$ with $k_w=\sqrt{mw}$. The time therefore jumps there, and the recursion can pass the jump on to higher multiples of $w$. Gauss points inside each interval avoid interpolation across these jumps.

\section{Two bounds on the mobility}

Because the iterates rise, $\tau_{\rm out}$ gives a lower bound on $\tau_{\rm eff}$. For the other recipe write the operator in (\ref{ladder}) as $P$ and let $\langle x,y\rangle$ be the $g$-weighted sum over rungs and offsets. Using $-2xy=(x-y)^2-x^2-y^2$ on every bond,
\begin{equation}
\langle x,Px\rangle=\langle x,Rx\rangle
+\sum gA_+(x_n-x_{n+1})^2. \label{form}
\end{equation}
The sum includes the top rung with $x_{n+1}=0$. The maximum over $x$ of $2\langle1,x\rangle-\langle x,Px\rangle$ is $\langle1,\tau\rangle$, reached at $Px=1$. Dropping the non-negative sum raises the maximum. If $R>0$ at all energies, the raised maximum is $\langle1,1/R\rangle$, so
\begin{equation}
\tau_{\rm eff}^{\rm out}<\tau_{\rm eff}\le\tau_{\rm eff}^{\rm mom}.
\end{equation}
The upper bound holds for the average, not energy by energy.

\section{When the momentum rate turns negative}

For $E<w$,
\begin{equation}
R=BNh_+\left[J_0-\sqrt{(E+w)/E}\,J_1\right].
\end{equation}
Forward absorption raises the electron's momentum, so it contributes negatively. In units of $k_w$ the sign depends on $k_wd$ and $E/w$, and not on temperature, density or coupling strength. At the band bottom, $q\simeq k_w-k\cos\theta$. With $u(q)=e^{-2qd}/q$, expansion gives $J_0\to2\pi u$ and $J_1\to-\pi ku'$, so
\begin{equation}
J_0-\frac{k'}kJ_1\to2\pi u+\pi k_wu'
=2\pi u\left(\tfrac12-k_wd\right), \label{bottom}
\end{equation}
since $u'=-(2d+1/q)u$. A root search on the minimum over an energy grid in $0<E<w$ finds that, as $d$ grows, the rate in this range first touches zero at the upper end $E\to w$, when $k_wd=0.456$. Above $w$, emission adds a positive term, and in the dilute example below $R$ is still positive at all energies at 0.98 of this distance. In a strongly degenerate gas Pauli blocking weakens emission into filled states, so the sign of $R$ above $w$ must be checked separately. For $k_wd>0.456$, $\tau_{\rm mom}$ is negative or singular at some energies and bounds nothing. The full equation remains well posed, because $P$ is positive definite.

\section{Worked example}

The model parameters are $m=0.2$, $w=0.003$ Ry, $T=0.0019$ Ry (300 K), $d=10\,a_0$, $\zeta=-0.006$ Ry, $\varepsilon_s=12$, $\varepsilon_\infty=5$ and $\varepsilon_0=20$. Then
\begin{equation}
\Delta=\tfrac1{17}-\tfrac1{32}=0.02757,\qquad
B=0.2\times0.003\,\Delta=1.654\times10^{-5},
\end{equation}
with $B$ in Ry$/a_0$, $N=0.260$ and $k_wd=0.245$. For fourfold spin-valley degeneracy the density is $4(mT/4\pi)\ln(1+e^{\zeta/T})=5.04\times10^{-6}a_0^{-2}$.

On the ladder $\varepsilon=w/2$, rates in $10^{-4}$ Ry and times in Ry$^{-1}$ are:

\begin{center}
\begin{tabular}{ccccccc}
$E/w$&$S$&$A_+$&$A_-$&$\tau$&$1/S$&$1/R$\\
0.5&6.025&4.771&0&2418&1660&7977\\
1.5&33.37&4.261&7.483&957&300&462\\
2.5&28.68&3.939&12.32&904&349&805
\end{tabular}
\end{center}

In the first row $1/R=10^4/(6.025-4.771)$, about $8.0\times10^3$. This recipe assumes that the next rung has the same time. Its actual time is 957, which gives
\begin{equation}
\tau(w/2)=\frac{1+4.771\times10^{-4}\times957}{6.025\times10^{-4}}
\simeq2.42\times10^3 .
\end{equation}
On the next two rungs $1/R$ is below $\tau$, which illustrates that the upper bound is not pointwise.

With 32 Gauss offsets and 26 rungs, which cover $40T$, the converged $\tau_{\rm eff}$ is 1643 Ry$^{-1}$. Equation~(\ref{mobility}) in SI units gives $\mu=699$ cm$^2$/(V\,s) for this mechanism. The out-rate recipe gives 946 Ry$^{-1}$ and 403 cm$^2$/(V\,s), 42\% below the converged value. The momentum-rate recipe gives 4176 Ry$^{-1}$ and 1777 cm$^2$/(V\,s), 154\% above it.

After 1, 2, 3, 5 and 10 passes the iteration has reached 0.576, 0.743, 0.878, 0.962 and 0.997 of the converged value. Eight passes bring it within 1\%. The spectral radius of the problem truncated at 26 rungs is 0.705. It depends on the cutoff and is 0.749 with 200 rungs, so the stopping estimate must use the value for the ladder actually solved.

The out rate at $E=1.5w$ is $3.3\times10^{-3}$ Ry, larger than $w$. Collisional broadening would blur the phonon threshold, so the absolute mobility is a solution of the stated equation and not a device prediction. All rates are proportional to $\Delta$ at fixed $w$. The relative errors are therefore unchanged if $\Delta$ is reduced until the golden rule is justified.

\section{Dependence on distance and density}

At the same temperature and chemical potential, the ratios to the converged $\tau_{\rm eff}$ are:

\begin{center}
\begin{tabular}{cccc}
$d/a_0$&$\tau_{\rm eff}$ (Ry$^{-1}$)&out ratio&mom ratio\\
0&750&0.750&1.50\\
5&1114&0.661&1.83\\
15&2401&0.499&4.98\\
25&4956&0.372&none\\
40&13354&0.247&none
\end{tabular}
\end{center}

The critical distance is $0.456/k_w=18.6\,a_0$. This value belongs to a sheet of zero thickness. A Fang--Howard envelope that starts at the interface and has centroid $\bar z$ replaces $e^{-2qd}$ by $(1+q\bar z/3)^{-6}$ and moves the critical value to $k_w\bar z=0.564$, or $23\,a_0$. The centroid of a silicon inversion layer is a few tens of $a_0$, comparable to or beyond this value, so the existence of the upper bound cannot be assumed there. The ratio $J_1/J_0$ is the average cosine with weight $e^{-2qd}/q$. Its derivative with respect to $d$ is $-2$ times the covariance of $q$ and $\cos\theta$. That covariance is negative, so the average cosine grows with $d$: more remote phonons scatter more nearly forward. An out-rate recipe counts each such event as a complete loss of momentum.

Raising $\zeta$ to $0.004$ Ry at $d=10\,a_0$ gives a density of $9.6\times10^{12}$ cm$^{-2}$, an out ratio of 0.397 and a momentum ratio of 1.13. These numbers include Pauli blocking but no screening, so they describe the unscreened model at that density and not a real inversion layer.

\section{Cold and hot limits}

For a cold dilute gas, $T\ll w$, an electron near the band bottom absorbs a phonon and soon emits it. Let $c=J_1/J_0$ for this pair of energies, $k'\simeq k_w$, and let $S'$ be the emission rate on the upper rung. Then $A_+=S(k'/k)c$ on the lower rung and $A_-=S'(k/k')c$ on the upper one. Absorption from the upper rung is negligible, so $\tau(E+w)=1/S'+(k/k')c\,\tau(E)$, and
\begin{equation}
S\tau(E)(1-c^2)=1+\frac{k'}kc\,\frac S{S'} .
\end{equation}
As $T\to0$, $S/S'\to0$ because $S\propto N$, and $c\propto k\to0$ while $(k'/k)c$ stays finite. Hence $\tau\to1/S$ and the out-rate recipe becomes correct. By (\ref{bottom}), $R\to S(\frac12-k_wd)$, so the momentum-rate recipe is too large by the factor
\begin{equation}
\frac{1}{\frac12-k_wd}=3.92\qquad(k_wd=0.245),
\end{equation}
provided $R>0$. With $\zeta=-5T$, the computed out and momentum ratios are 0.947 and 3.89 at $T/w=0.05$, and 0.444 and 1.74 at $T/w=1$.

For the hot limit, keep $d$ below the critical distance, so that $R>0$ also for $E<w$. Take a dilute gas with $T\gg w$, $\sqrt{mT}\,d\gg1$ and $mwd\ll\sqrt{mT}$, so that $f_0(1-f_0)\propto e^{-E/T}$ and $h_\pm\simeq1$. Scattering is then mostly forward. The exact identity $1-(k'/k)\cos\theta=(q^2\mp mw)/(2k^2)$ holds for absorption and emission respectively. The $mw$ terms cancel to leading order between the two processes. With $2N\simeq2T/w$ and $d\theta\simeq2dq/k$ for the two sides of the peak,
\begin{equation}
R\simeq\frac{2BT}w\,\frac1{k^3}\int_0^\infty q\,e^{-2qd}\,dq
=\frac{BT}{2wd^2k^3}.
\end{equation}
The smallest $q$ is $q_m\simeq mw/(2k)$. Putting $q=q_m\cosh u$ in $J_0$ yields
\begin{equation}
A_+\simeq\frac{BT}w\frac{2\ell}k,\qquad
\ell=\ln\frac{2k}{mwd}-\gamma,
\end{equation}
where $\gamma$ is Euler's constant and the small-argument form of the Bessel function $K_0(2dq_m)$ has been used. Hence $A_+/R=4k^2d^2\ell$. Since $S\simeq2A_+$, the out rate exceeds the momentum rate by the factor $8k^2d^2\ell$, and $\tau_{\rm out}$ becomes far too short.

The leading excess of the momentum-rate result is the last sum in (\ref{form}) with $x=1/R\propto E^{3/2}$. The difference between rungs is $w\,dx/dE=3wx/(2E)$. Relative to $\langle1,1/R\rangle$ the excess is
\begin{align}
\eta&\simeq9md^2w^2
\frac{\int_0^\infty E^{3/2}\ell\,e^{-E/T}dE}
{\int_0^\infty E^{5/2}e^{-E/T}dE}
=3.6(k_wd)^2\frac wT\,\Lambda,\\
\Lambda&=\ln\frac{2\sqrt{mT}}{mwd}
+\tfrac12\psi(\tfrac52)-\gamma .
\end{align}
The ratio of Gamma functions supplies $1/(2.5T)$, and the digamma function $\psi$ comes from averaging $\ln E$. The decay with $T$ is slow because many small-angle events spread the energy before momentum is lost. For $d=10\,a_0$ and $\zeta=-5T$, the computed excess is 7.9\% at $T/w=5$, 3.3\% at 20 and 0.32\% at 320. The law gives 11.6\%, 3.6\% and 0.32\%. At these three points $\sqrt{mT}\,d$ is 0.55, 1.1 and 4.4, so only the last one meets the condition $\sqrt{mT}\,d\gg1$ of the derivation. The hottest case is a mathematical limit of the parabolic model, not an operating temperature. The out ratio at $T/w=20$ is 0.014.

Neither one-pass recipe covers both limits. At $T/w=0.63$, the worked example, both fail badly, while seven further passes of the recursion bring the out-rate result within 1\% of the converged value.
